# Band-edge nonparabolicity in the P-only three-level Kane model: a program that tests the result

```python
"""
Band-edge nonparabolicity of the P-only three-level Kane model.

Result under test: with x = Delta/Eg and E(1 + alpha E) = hbar^2 k^2/(2 m*),
    alpha*Eg = 1 - x/((1+x)(3+2x)),
which is 1 at x = 0 and x -> infinity, with minimum 2 sqrt(6) - 4 at
x = sqrt(3/2).

Symbols: Eg = gap, Delta = spin-orbit splitting, EP = 2 m0 P^2/hbar^2,
q = k sqrt(hbar^2/(2 m0)), so t = q^2 is the free-electron kinetic energy.
The conduction edge is the energy zero. The 8x8 matrix acts on
(s, x, y, z) times spin. Optional diagonal terms s_term*t and p_term*t
represent the free-electron term and remote bands.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
ANGULAR = [np.zeros((4, 4), complex) for _ in range(3)]
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    ANGULAR[i][1 + j, 1 + l] = -1j
    ANGULAR[i][1 + l, 1 + j] = 1j
SPIN_ORBIT = sum(np.kron(L, s) for L, s in zip(ANGULAR, PAULI))
Z_AXIS = np.array([0.0, 0.0, 1.0])


def kane_matrix(q_vector, gap, delta, ep, s_term=0.0, p_term=0.0):
    t = float(np.dot(q_vector, q_vector))
    orbital = np.zeros((4, 4), complex)
    orbital[0, 0] = s_term * t
    for axis in range(3):
        orbital[1 + axis, 1 + axis] = -gap - delta / 3 + p_term * t
        orbital[0, 1 + axis] = 1j * np.sqrt(ep) * q_vector[axis]
        orbital[1 + axis, 0] = -1j * np.sqrt(ep) * q_vector[axis]
    return np.kron(orbital, np.eye(2)) + delta / 3 * SPIN_ORBIT


def conduction_energy(t, gap, delta, ep, s_term=0.0, p_term=0.0,
                      direction=Z_AXIS):
    q_vector = np.sqrt(t) * direction
    matrix = kane_matrix(q_vector, gap, delta, ep, s_term, p_term)
    return np.linalg.eigvalsh(matrix)[-1]


def alpha_gap_numeric(gap, delta, ep, s_term=0.0, p_term=0.0):
    """alpha*Eg from eigenvalues: t/E is proportional to 1 + alpha E + ..."""
    t_values = np.linspace(0.005, 0.08, 12) * gap**2 / ep
    energies = np.array([conduction_energy(t, gap, delta, ep, s_term, p_term)
                         for t in t_values])
    fit = np.polyfit(energies / gap, t_values / energies * ep / gap, 5)
    return fit[-2] / fit[-1]


def alpha_gap_from_velocity(gap, delta, ep):
    """alpha*Eg from the mass k/(dE/dk), velocity taken from eigenvectors."""
    slope_matrix = (kane_matrix(Z_AXIS, gap, delta, ep)
                    - kane_matrix(0 * Z_AXIS, gap, delta, ep))
    energies, masses = [], []
    for t in np.linspace(0.005, 0.08, 12) * gap**2 / ep:
        q = np.sqrt(t)
        values, vectors = np.linalg.eigh(
            kane_matrix(q * Z_AXIS, gap, delta, ep))
        state = vectors[:, -1]
        velocity = np.real(np.vdot(state, slope_matrix @ state))
        energies.append(values[-1] / gap)
        masses.append(q / velocity * ep / gap)
    fit = np.polyfit(energies, masses, 5)
    return fit[-2] / fit[-1] / 2


def alpha_gap_formula(x):
    return 1 - x / ((1 + x) * (3 + 2 * x))


def level_sum(energy, gap, delta):
    return (2 / (energy + gap) + 1 / (energy + gap + delta)) / 3


# Scalar dispersion and isotropy, against the full matrix
rng = np.random.default_rng(4)
for _ in range(20):
    direction = rng.normal(size=3)
    direction /= np.linalg.norm(direction)
    delta_test, ep_test, t_test = rng.uniform([0.0, 5.0, 0.001],
                                              [4.0, 30.0, 0.1])
    top = np.linalg.eigvalsh(kane_matrix(np.sqrt(t_test) * direction,
                                        1.0, delta_test, ep_test))
    root = brentq(lambda e: e - ep_test * t_test
                  * level_sum(e, 1.0, delta_test), 0, 10, xtol=1e-13)
    assert abs(top[-1] - root) < 1e-10
    assert abs(top[-1] - top[-2]) < 1e-10

# Nonparabolicity from eigenvalues and from velocities
print("P-only model: alpha*Eg from the 8x8 matrix and from the formula")
for x in [0.0, 0.1, 0.5, np.sqrt(1.5), 5.0, 20.0, 1000.0]:
    numeric = alpha_gap_numeric(1.0, x, 20.0)
    assert abs(numeric - alpha_gap_formula(x)) < 1e-6
    assert abs(alpha_gap_from_velocity(1.0, x, 20.0) - numeric) < 1e-5
    print(f"  Delta/Eg = {x:9.4f}: matrix {numeric:.6f}, "
          f"formula {alpha_gap_formula(x):.6f}")

# Minimum found from the matrix alone, and a single fall and rise
search = minimize_scalar(lambda x: alpha_gap_numeric(1.0, x, 20.0),
                         bounds=(0.2, 6.0), method="bounded",
                         options={"xatol": 1e-6})
assert abs(search.x - np.sqrt(1.5)) < 5e-3
assert abs(search.fun - (2 * np.sqrt(6) - 4)) < 1e-6
x_grid = np.geomspace(0.01, 100, 41)
curve = np.array([alpha_gap_numeric(1.0, x, 20.0) for x in x_grid])
lowest = int(np.argmin(curve))
assert np.all(np.diff(curve[:lowest + 1]) < 0)
assert np.all(np.diff(curve[lowest:]) > 0)
print(f"Minimum from matrix: {search.fun:.6f} at Delta/Eg = {search.x:.3f}")
print(f"2 sqrt(6) - 4 = {2*np.sqrt(6)-4:.6f}, "
      f"sqrt(3/2) = {np.sqrt(1.5):.4f}")

# Worked example: rough values typical of InAs at room temperature
gap, delta, ep = 0.35, 0.40, 21.0
density_cm3 = 1e18
rough_mass, rough_heavy_hole_mass, rough_dielectric = 0.023, 0.4, 15.0
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
density = density_cm3 * 1e-21
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
t_fermi = kinetic * k_fermi**2
inverse_mass = ep * level_sum(0.0, gap, delta)
parabolic = inverse_mass * t_fermi
alpha_gap = alpha_gap_formula(delta / gap)
alpha = alpha_gap / gap


def energy_from_alpha(a):
    return (np.sqrt(1 + 4 * a * parabolic) - 1) / (2 * a)


fermi = conduction_energy(t_fermi, gap, delta, ep)
fermi_alpha = energy_from_alpha(alpha)
fermi_shortcut = energy_from_alpha(1 / gap)
assert abs(fermi_alpha - fermi) < abs(fermi_shortcut - fermi)
assert abs(fermi_shortcut - fermi) < abs(parabolic - fermi)

print("Example, rough InAs-like inputs:")
print(f"  Eg = {gap:.2f} eV, Delta = {delta:.2f} eV, EP = {ep:.1f} eV")
print(f"  electron density = {density_cm3:.1e} cm^-3")
print(f"  Delta/Eg = {delta/gap:.4f}, Eg/(Eg+Delta) = {gap/(gap+delta):.4f}")
print(f"  hbar^2/(2 m0) = {kinetic:.6f} eV nm^2")
print(f"  Fermi wave number = {k_fermi:.4f} nm^-1")
print(f"  free-electron energy there = {1000*t_fermi:.3f} meV")
print(f"  P-only m0/m* = {inverse_mass:.3f}, m*/m0 = {1/inverse_mass:.5f}")
print(f"  alpha*Eg = {alpha_gap:.5f}, alpha = {alpha:.4f} eV^-1")
print(f"  shortcut 1/Eg = {1/gap:.4f} eV^-1")
print(f"  Fermi energy, parabolic = {1000*parabolic:.2f} meV")
print(f"  Fermi energy, shortcut 1/Eg = {1000*fermi_shortcut:.2f} meV")
print(f"  Fermi energy, band-edge alpha = {1000*fermi_alpha:.2f} meV")
print(f"  Fermi energy, full P-only matrix = {1000*fermi:.2f} meV")

# Free-electron term and remote bands
s_remote = 1 / rough_mass - inverse_mass
p_remote = -1 / rough_heavy_hole_mass
print("Neglected effects, same example:")
for label, s_term, p_term in [
        ("free-electron term", 1.0, 1.0),
        ("remote, conduction only", s_remote, 0.0),
        ("remote, both", s_remote, p_remote)]:
    total = inverse_mass + s_term
    factor = inverse_mass * (total - p_term) / total**2
    numeric = alpha_gap_numeric(gap, delta, ep, s_term, p_term)
    assert abs(numeric - alpha_gap * factor) < 1e-5
    shifted = conduction_energy(t_fermi, gap, delta, ep, s_term, p_term)
    print(f"  {label}: alpha factor {factor:.4f}, alpha*Eg {numeric:.4f}, "
          f"Fermi energy {1000*shifted:.2f} meV")
print(f"  rough masses used: conduction {rough_mass:.3f} m0, "
      f"heavy hole {rough_heavy_hole_mass:.1f} m0")
print(f"  diagonal terms used: s {s_remote:.3f}, p {p_remote:.3f}")

# Thermal smearing in the P-only band
energy_grid = np.linspace(0, 2.0, 40001)
k_grid = np.sqrt(energy_grid / (kinetic * ep
                               * level_sum(energy_grid, gap, delta)))


def chemical_potential(temperature):
    thermal = const.k * temperature / const.e

    def excess(mu):
        z = (energy_grid - mu) / thermal
        window = expit(z) * expit(-z) / thermal
        return trapezoid(k_grid**3 / (3 * np.pi**2) * window,
                         energy_grid) / density - 1
    return brentq(excess, -0.3, 0.6)


assert abs(chemical_potential(10.0) - fermi) < 1e-4
mu_room = chemical_potential(300.0)
print(f"  kT at 300 K = {1000*const.k*300/const.e:.2f} meV, "
      f"chemical potential = {1000*mu_room:.2f} meV")

# Wider gap when cold, and unscreened exchange of a uniform electron gas
cold_gap = 0.42
cold_alpha_gap = alpha_gap_numeric(cold_gap, delta, ep)
print(f"  rough cold gap {cold_gap:.2f} eV: alpha*Eg = {cold_alpha_gap:.5f}, "
      f"alpha = {cold_alpha_gap/cold_gap:.4f} eV^-1")
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
exchange_edge = 2 * coulomb * k_fermi / (np.pi * rough_dielectric)
print(f"  exchange lowering, rough dielectric constant "
      f"{rough_dielectric:.0f}: {1000*exchange_edge:.2f} meV at k = 0, "
      f"{500*exchange_edge:.2f} meV at the Fermi level")

print("all tests passed")
```

Printed output:

```
P-only model: alpha*Eg from the 8x8 matrix and from the formula
  Delta/Eg =    0.0000: matrix 1.000000, formula 1.000000
  Delta/Eg =    0.1000: matrix 0.971591, formula 0.971591
  Delta/Eg =    0.5000: matrix 0.916667, formula 0.916667
  Delta/Eg =    1.2247: matrix 0.898979, formula 0.898979
  Delta/Eg =    5.0000: matrix 0.935897, formula 0.935897
  Delta/Eg =   20.0000: matrix 0.977852, formula 0.977852
  Delta/Eg = 1000.0000: matrix 0.999501, formula 0.999501
Minimum from matrix: 0.898979 at Delta/Eg = 1.225
2 sqrt(6) - 4 = 0.898979, sqrt(3/2) = 1.2247
Example, rough InAs-like inputs:
  Eg = 0.35 eV, Delta = 0.40 eV, EP = 21.0 eV
  electron density = 1.0e+18 cm^-3
  Delta/Eg = 1.1429, Eg/(Eg+Delta) = 0.4667
  hbar^2/(2 m0) = 0.038100 eV nm^2
  Fermi wave number = 0.3094 nm^-1
  free-electron energy there = 3.646 meV
  P-only m0/m* = 49.333, m*/m0 = 0.02027
  alpha*Eg = 0.89910, alpha = 2.5689 eV^-1
  shortcut 1/Eg = 2.8571 eV^-1
  Fermi energy, parabolic = 179.89 meV
  Fermi energy, shortcut 1/Eg = 130.92 meV
  Fermi energy, band-edge alpha = 133.86 meV
  Fermi energy, full P-only matrix = 134.28 meV
Neglected effects, same example:
  free-electron term: alpha factor 0.9607, alpha*Eg 0.8637, Fermi energy 137.93 meV
  remote, conduction only: alpha factor 1.1347, alpha*Eg 1.0202, Fermi energy 117.32 meV
  remote, both: alpha factor 1.1999, alpha*Eg 1.0788, Fermi energy 115.42 meV
  rough masses used: conduction 0.023 m0, heavy hole 0.4 m0
  diagonal terms used: s -5.855, p -2.500
  kT at 300 K = 25.85 meV, chemical potential = 125.77 meV
  rough cold gap 0.42 eV: alpha*Eg = 0.90054, alpha = 2.1442 eV^-1
  exchange lowering, rough dielectric constant 15: 18.91 meV at k = 0, 9.45 meV at the Fermi level
all tests passed
```
